**Angular-average polar band-edge shift and the divergent adiabatic sum**

The program tests \(\Delta E=-\langle\sum_j\Delta_j\sqrt{m\omega_j/2}\rangle\) in Hartree atomic units, where \(m\) is the directional band mass, \(\omega_j\) the polar-mode frequency and \(\Delta_j\) the share of mode \(j\) in \(1/\varepsilon_\infty-1/\varepsilon_0\). It asserts the dielectric sum rule against a linear solution for static screening, and second-order perturbation theory against diagonalization of a small electron-phonon Hamiltonian. The angular average is compared with three-dimensional quadrature in mass-scaled coordinates, and its form cut at the zone boundary with an extrapolated Brillouin-zone grid. Further assertions cover the uniaxial mass average, the ionic-mass scaling, and the dependence of the adiabatic sum on cut-off, smearing and grid size. For the uniaxial model the shift is −64.6 meV. The adiabatic sum reaches −1778 meV at a cut-off of 0.001 bohr⁻¹ and grows linearly with the number of grid points per direction.

## Numerical check

```python
"""
Result under test: zero-temperature, lowest-order shift of a parabolic band edge,
    shift = - < sum_j Delta_j(n) sqrt(m(n) omega_j(n) / 2) >_n ,
n = direction of the phonon wavevector q, < >_n = average over the unit sphere,
m(n) = directional band mass, omega_j(n) = polar-mode frequency,
Delta_j(n) = share of mode j in 1/eps_inf(n) - 1/eps_static(n).
The adiabatic sum, with omega_j dropped from the denominators, must diverge.
Hartree atomic units inside; energies are printed in meV.
The model is a uniaxial crystal with two polar modes per Cartesian direction.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import fractional_matrix_power

MEV = 1e-3 / physical_constants["Hartree energy in eV"][0]
band_mass = np.array([0.3, 0.3, 0.9])
eps_inf = np.array([5.0, 5.0, 4.0])
omega_to = np.array([[30.0, 60.0], [30.0, 60.0], [25.0, 50.0]]) * MEV
strength = np.array([[60.0, 80.0], [60.0, 80.0], [40.0, 70.0]]) * MEV
cell_edge = 10.0


def lattice(n, ion_scale=1.0):
    """Dynamical matrix, polar vector and electronic dielectric constant."""
    eps = (n**2) @ eps_inf
    v = (n[:, :, None] * strength).reshape(len(n), 6) / np.sqrt(ion_scale)
    dyn = np.diag(omega_to.ravel()**2 / ion_scale)[None, :, :]
    dyn = dyn + v[:, :, None] * v[:, None, :] / eps[:, None, None]
    return dyn, v, eps


def polar_modes(n, ion_scale=1.0):
    """Frequencies omega_j(n) and dielectric shares Delta_j(n)."""
    dyn, v, eps = lattice(n, ion_scale)
    squares, vectors = np.linalg.eigh(dyn)
    overlap = np.einsum("ni,nij->nj", v, vectors)
    return np.sqrt(squares), overlap**2 / (eps[:, None]**2 * squares)


def sphere(n_cos, n_phi):
    """Directions and weights for an average over the unit sphere."""
    c, wc = np.polynomial.legendre.leggauss(n_cos)
    phi = 2 * np.pi * (np.arange(n_phi) + 0.5) / n_phi
    cc, pp = np.meshgrid(c, phi, indexing="ij")
    s = np.sqrt(1 - cc**2)
    n = np.stack([s * np.cos(pp), s * np.sin(pp), cc], axis=-1).reshape(-1, 3)
    return n, np.repeat(wc / (2 * n_phi), n_phi)


def directional_mass(n):
    return 1 / ((n**2) @ (1 / band_mass))


def local_terms(n):
    """alpha_j omega_j for every direction and mode."""
    omega, delta = polar_modes(n)
    return delta * np.sqrt(directional_mass(n)[:, None] * omega / 2)


def integrate_q(kernel, k_scale, q_min=0.0, ion_scale=1.0):
    """-sum |g|^2 kernel over q by 3D quadrature, using k_a = q_a/sqrt(m_a)."""
    khat, weight = sphere(48, 8)
    stretched = khat * np.sqrt(band_mass)
    length = np.linalg.norm(stretched, axis=1)
    omega, delta = polar_modes(stretched / length[:, None], ion_scale)
    x, wx = np.polynomial.legendre.leggauss(100)
    start = np.arctan(q_min / (length * k_scale))
    half = (np.pi / 2 - start) / 2
    t = start[:, None] + half[:, None] * (x + 1)
    kinetic = (k_scale * np.tan(t))**2 / 2
    dk = k_scale / np.cos(t)**2 * half[:, None] * wx
    values = kernel(kinetic[:, :, None], omega[:, None, :])
    radial = np.einsum("dr,drj->dj", dk, values)
    total = np.sum((weight / length**2)[:, None] * omega * delta * radial)
    return -np.sqrt(np.prod(band_mass)) / np.pi * total


def full_kernel(kinetic, omega):
    return 1 / (kinetic + omega)


def adiabatic_kernel(kinetic, omega):
    return 1 / kinetic + 0 * omega


def close(a, b, tolerance):
    return abs(a - b) <= tolerance * abs(b)


dirs, wts = sphere(48, 8)
omega_d, delta_d = polar_modes(dirs)
mass_d = directional_mass(dirs)
terms_d = local_terms(dirs)
q_mode = np.sqrt(2 * mass_d[:, None] * omega_d)
shift = -np.sum(wts[:, None] * terms_d)

# Static screening from coupled equations for displacement and field.
_, v_d, eps_d = lattice(dirs)
for i in range(0, len(dirs), 17):
    system = np.zeros((7, 7))
    system[:6, :6] = np.diag(omega_to.ravel()**2)
    system[:6, 6] = -v_d[i]
    system[6, :6] = v_d[i]
    system[6, 6] = eps_d[i]
    # Scale displacement by a typical frequency to keep the system well conditioned.
    typical = 50 * MEV
    system[:6, :6] /= typical**2
    system[:6, 6] /= typical
    system[6, :6] /= typical
    field = np.linalg.solve(system, np.eye(7)[6])[6]
    assert close(delta_d[i].sum(), 1 / eps_d[i] - field, 1e-9)

# The mode sum is a matrix function, with no need to label branches.
tilted = np.array([[0.48, 0.60, 0.64]])
dyn_t, v_t, eps_t = lattice(tilted)
om_t, de_t = polar_modes(tilted)
power = fractional_matrix_power(dyn_t[0] / MEV**2, -0.75)
matrix_sum = v_t[0] @ power @ v_t[0] / eps_t[0]**2 / MEV**1.5
assert close(matrix_sum, np.sum(de_t * np.sqrt(om_t)), 1e-8)

# Second-order energy against diagonalization at total momentum zero.
waves = np.array([[0.03, 0, 0.01], [-0.03, 0, -0.01],
                  [0, 0.02, 0.03], [0, -0.02, -0.03]])
sizes = np.linalg.norm(waves, axis=1)
om_w, de_w = polar_modes(waves / sizes[:, None])
best = np.argmax(de_w, axis=1)
om_w = om_w[np.arange(4), best]
de_w = de_w[np.arange(4), best]
g_w = np.sqrt(om_w * de_w) / sizes
g_w *= 0.03 / np.max(g_w / om_w)
levels = 4
occupations = np.array(list(itertools.product(range(levels), repeat=4)))
recoil = occupations @ waves
ham = np.diag(0.5 * (recoil**2) @ (1 / band_mass) + occupations @ om_w)
lower = np.diag(np.sqrt(np.arange(1, levels)), 1)
for i in range(4):
    op = np.eye(1)
    for j in range(4):
        op = np.kron(op, lower + lower.T if i == j else np.eye(levels))
    ham += g_w[i] * op
kin_w = 0.5 * (waves**2) @ (1 / band_mass)
second_order = -np.sum(g_w**2 / (kin_w + om_w))
diag_ratio = np.linalg.eigvalsh(ham)[0] / second_order
# Higher orders are of relative size (g/omega)^2, about 1e-3 here.
assert abs(diag_ratio - 1) < 5e-3

# Angular average against three-dimensional quadrature.
shift_3d = integrate_q(full_kernel, 0.05)
assert close(shift_3d, shift, 1e-7)

# Ionic masses times 16: the shift should halve.
heavy_ratio = integrate_q(full_kernel, 0.05, ion_scale=16.0) / shift_3d
assert close(heavy_ratio, 0.5, 1e-6)

# Closed average of sqrt(mass) for an isotropic lattice response.
ecc = np.sqrt(1 - band_mass[0] / band_mass[2])
root_mass = np.sum(wts * np.sqrt(mass_d))
assert close(root_mass, np.sqrt(band_mass[0]) * np.arcsin(ecc) / ecc, 1e-9)

# Small-q cut-off: adiabatic divergence beside the convergent sum.
cut_rows = []
mean_ad = np.sum(wts[:, None] * mass_d[:, None] * delta_d * omega_d)
for q_cut in (0.1, 0.01, 0.001):
    ad = integrate_q(adiabatic_kernel, q_cut, q_min=q_cut)
    full = integrate_q(full_kernel, 0.05, q_min=q_cut)
    left = 1 - 2 / np.pi * np.arctan(q_cut / q_mode)
    assert close(ad, -2 * mean_ad / (np.pi * q_cut), 1e-7)
    assert close(full, -np.sum(wts[:, None] * terms_d * left), 1e-7)
    cut_rows.append((q_cut, ad, full))

# Imaginary smearing of the adiabatic denominator.
smear_rows = []
mean_smear = np.sum(wts[:, None] * np.sqrt(mass_d)[:, None] * delta_d * omega_d)
for smear_mev in (100.0, 10.0, 1.0, 0.1):
    d = smear_mev * MEV
    value = integrate_q(lambda e, w: e / (e**2 + d**2) + 0 * w, np.sqrt(2 * d))
    assert close(value, -mean_smear / (2 * np.sqrt(d)), 1e-7)
    smear_rows.append((smear_mev, value))
# One mode: smearing by omega/2 reproduces the non-adiabatic radial integral.
x, wx = np.polynomial.legendre.leggauss(100)
t = np.pi / 4 * (x + 1)
w1 = 40 * MEV
k = np.sqrt(2 * w1) * np.tan(t)
dk = np.sqrt(2 * w1) / np.cos(t)**2 * np.pi / 4 * wx
e = k**2 / 2
assert close(np.sum(dk * e / (e**2 + (w1 / 2)**2)), np.sum(dk / (e + w1)), 1e-8)


def grid_sums(n_grid):
    """Adiabatic and full sums on an odd N^3 zone grid without Gamma."""
    idx = np.arange((n_grid + 1) // 2)
    pts = np.array(np.meshgrid(idx, idx, idx, indexing="ij")).reshape(3, -1).T[1:]
    copies = 2.0 ** np.count_nonzero(pts, axis=1)
    q = pts * (2 * np.pi / cell_edge / n_grid)
    q2 = np.sum(q**2, axis=1)
    omega, delta = polar_modes(q / np.sqrt(q2)[:, None])
    kinetic = (0.5 * (q**2) @ (1 / band_mass))[:, None]
    coupling = (copies / q2)[:, None] * omega * delta
    coupling *= 2 * np.pi / (cell_edge**3 * n_grid**3)
    return -np.sum(coupling / kinetic), -np.sum(coupling / (kinetic + omega))


grids = np.array([41, 61, 81, 101])
sums = np.array([grid_sums(int(n)) for n in grids])
slope_a = (sums[2, 0] - sums[0, 0]) / (grids[2] - grids[0])
slope_b = (sums[3, 0] - sums[1, 0]) / (grids[3] - grids[1])
assert slope_a < 0 and close(slope_a, slope_b, 1e-3)
powers = (1.0 / grids)[:, None] ** np.arange(4)
grid_limit = np.linalg.solve(powers, sums[:, 1])[0]
fine, fine_w = sphere(120, 96)
om_f, _ = polar_modes(fine)
q_edge = np.pi / cell_edge / np.max(np.abs(fine), axis=1)
q_f = np.sqrt(2 * directional_mass(fine)[:, None] * om_f)
inside = 2 / np.pi * np.arctan(q_edge[:, None] / q_f)
zone_shift = -np.sum(fine_w[:, None] * local_terms(fine) * inside)
# Grid extrapolation and zone-edge kinks limit the agreement.
assert close(grid_limit, zone_shift, 1e-3)

eps_static = eps_inf + np.sum(strength**2 / omega_to**2, axis=1)
print("Model: in-plane value, then axial value")
print(f"band mass (m_e): {band_mass[0]:.2f}, {band_mass[2]:.2f}")
print(f"eps_inf: {eps_inf[0]:.2f}, {eps_inf[2]:.2f}")
print(f"eps_static: {eps_static[0]:.3f}, {eps_static[2]:.3f}")
for label, arr in (("TO frequencies", omega_to), ("mode strengths w", strength)):
    a, b = arr[0] / MEV, arr[2] / MEV
    print(f"{label} (meV): {a[0]:.1f} {a[1]:.1f}, {b[0]:.1f} {b[1]:.1f}")
print(f"cubic cell edge for grids (bohr): {cell_edge:.1f}")
local_shift = {}
for label, angle in (("in plane", 90.0), ("45 degrees", 45.0), ("axis", 0.0)):
    th = np.radians(angle)
    n = np.array([[np.sin(th), 0.0, np.cos(th)]])
    om, de = polar_modes(n)
    m = directional_mass(n)[0]
    local_shift[label] = -np.sum(local_terms(n))
    print(f"{label}: m = {m:.4f} m_e, local shift = {local_shift[label]/MEV:.3f} meV")
    for o, s in zip(om[0], de[0]):
        if s > 1e-8:
            print(f"  omega = {o/MEV:.3f} meV, Delta = {s:.5f}, alpha = {s*np.sqrt(m/(2*o)):.4f}")
crude = (2 * local_shift["in plane"] + local_shift["axis"]) / 3
print(f"band-edge shift, angular average: {shift/MEV:.4f} meV = {shift*1e3:.4f} mHa")
print(f"band-edge shift, 3D quadrature: {shift_3d/MEV:.4f} meV")
print(f"three-axis mean of local shifts: {crude/MEV:.4f} meV")
print(f"average of sqrt(m/m_e): {root_mass:.5f}")
print(f"diagonalized / second-order energy: {diag_ratio:.6f}")
print(f"shift ratio for 16 times heavier ions: {heavy_ratio:.6f}")
print("cut-off q_c (1/bohr), adiabatic (meV), non-adiabatic (meV)")
for q_cut, ad, full in cut_rows:
    print(f"  {q_cut:.3f}  {ad/MEV:.3f}  {full/MEV:.3f}")
print("smearing (meV), adiabatic shift (meV)")
for smear_mev, value in smear_rows:
    print(f"  {smear_mev:.1f}  {value/MEV:.3f}")
print("grid N, adiabatic (meV), non-adiabatic (meV)")
for n, row in zip(grids, sums):
    print(f"  {n}  {row[0]/MEV:.3f}  {row[1]/MEV:.3f}")
print(f"adiabatic growth per unit N: {slope_b/MEV:.4f} meV")
print(f"non-adiabatic grid limit: {grid_limit/MEV:.3f} meV")
print(f"radial formula cut at zone boundary: {zone_shift/MEV:.3f} meV")
print("checks complete")
```

Running it gives:

```
Model: in-plane value, then axial value
band mass (m_e): 0.30, 0.90
eps_inf: 5.00, 4.00
eps_static: 10.778, 8.520
TO frequencies (meV): 30.0 60.0, 25.0 50.0
mode strengths w (meV): 60.0 80.0, 40.0 70.0
cubic cell edge for grids (bohr): 10.0
in plane: m = 0.3000 m_e, local shift = -51.881 meV
  omega = 36.855 meV, Delta = 0.03998, alpha = 0.4208
  omega = 71.706 meV, Delta = 0.06723, alpha = 0.5073
45 degrees: m = 0.4500 m_e, local shift = -68.836 meV
  omega = 26.041 meV, Delta = 0.00459, alpha = 0.0705
  omega = 34.455 meV, Delta = 0.03198, alpha = 0.4264
  omega = 53.219 meV, Delta = 0.01249, alpha = 0.1340
  omega = 68.999 meV, Delta = 0.06952, alpha = 0.6548
axis: m = 0.9000 m_e, local shift = -105.928 meV
  omega = 29.229 meV, Delta = 0.03631, alpha = 0.7432
  omega = 62.415 meV, Delta = 0.09632, alpha = 1.3491
band-edge shift, angular average: -64.6233 meV = -2.3749 mHa
band-edge shift, 3D quadrature: -64.6233 meV
three-axis mean of local shifts: -69.8966 meV
average of sqrt(m/m_e): 0.64085
diagonalized / second-order energy: 1.000100
shift ratio for 16 times heavier ions: 0.500000
cut-off q_c (1/bohr), adiabatic (meV), non-adiabatic (meV)
  0.100  -17.776  -16.676
  0.010  -177.756  -54.877
  0.001  -1777.564  -63.628
smearing (meV), adiabatic shift (meV)
  100.0  -34.831
  10.0  -110.144
  1.0  -348.307
  0.1  -1101.444
grid N, adiabatic (meV), non-adiabatic (meV)
  41  -157.847  -49.318
  61  -237.159  -52.712
  81  -316.471  -54.468
  101  -395.783  -55.536
adiabatic growth per unit N: -3.9656 meV
non-adiabatic grid limit: -59.904 meV
radial formula cut at zone boundary: -59.904 meV
checks complete
```
